# Magnetic energy error of ultrasoft pseudopotentials relative to PAW, part 2

How large is the term that the ultrasoft (US) energy omits relative to PAW? Hartree atomic units, a frozen core, collinear spin and the local spin-density approximation are used.

In the sphere $\Omega$ of radius $r_c$, $\phi_i$ and $\tilde\phi_i$ are the all-electron and smooth partial waves, and $\rho^\sigma_{ij}$ the occupations, with $\delta\rho=\rho-\rho^0$ measured from the unpolarized reference atom. The augmentation $\hat Q_{ij}$, of charge $q_{ij}$, must have the multipoles of $Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$. With $G_{ij}=\phi_i\phi_j$ and $\tilde G_{ij}=\tilde\phi_i\tilde\phi_j+\hat Q_{ij}$, the one-centre densities are $n^1_\sigma=\sum\rho^\sigma_{ij}G_{ij}$ and $\tilde n^1_\sigma+\hat n_\sigma=\sum\rho^\sigma_{ij}\tilde G_{ij}$. The true and partial cores are $n_c$ and $\tilde n_c$; $v_{\rm ion}$ is the potential of nucleus and core, $\tilde v_{\rm loc}$ its smooth counterpart.

PAW recomputes the one-centre energy $\Delta E(\rho)$; US keeps only its slope $D^{\rm ion}_{ij}$ at $\rho^0$. With a constant removed, at the same orbitals,

$$E_{\rm PAW}-E_{\rm US}=R(\delta\rho)=\Delta E(\rho^0+\delta\rho)-\Delta E(\rho^0)-\sum D^{\rm ion}_{ij}\,\delta\rho^\sigma_{ij}.$$

$$R=\tfrac12\sum\delta\rho^\sigma_{ij}\,\big(K-\tilde K\big)^{\sigma\sigma'}_{ij,kl}\,\delta\rho^{\sigma'}_{kl}+O(\delta\rho^3),$$

$$K^{\sigma\sigma'}_{ij,kl}=(G_{ij}|G_{kl})+\int_\Omega G_{ij}\,f^{\sigma\sigma'}(n^1+n_c)\,G_{kl},$$

where $(a|b)$ is the Coulomb integral, $f^{\sigma\sigma'}$ the second derivative of the exchange-correlation energy per volume, and $\tilde K$ the same with $\tilde G$ and $\tilde n^1+\hat n+\tilde n_c$. If $\hat Q_{ij}=Q_{ij}$ and $\tilde n_c=n_c$, $R=0$.

For a moment $M$ spread equally over the five d orbitals, with radial functions $G_{dd}$, $\tilde G_{dd}$, magnetization $m$ and $\zeta=m/n$, $R$ is even in $M$ and has no Hartree part:

$$R(M)=-\tfrac14IM^2+\tfrac14\tilde IM^2+O(M^4)=\tfrac14(\tilde I-I)M^2+O(M^4).$$

$$I=-2\int f_{mm}(n)\frac{G_{dd}^2}{4\pi r^2}\,dr,\qquad\tilde I=-2\int f_{mm}(\tilde n_{\rm tot})\frac{\tilde G_{dd}^2}{4\pi r^2}\,dr,$$

with $n=n^1+n_c$, $\tilde n_{\rm tot}=\tilde n^1+\hat n+\tilde n_c$, spin stiffness $\alpha_c$ and

$$f_{mm}(n)=-\tfrac13\Big(\frac3\pi\Big)^{1/3}n^{-2/3}+\frac{\alpha_c(r_s)}{n}.$$

If $\tilde G=G$ and $\tilde n_c\le n_c$ everywhere, $\tilde I>I$. To first order in the changes $\delta G$ and $\delta n$, with $\int\delta G\,dr=0$,

$$\tilde I-I\approx\int\frac{4|f_{mm}|\,G\,\delta G-2f_{mm}'\,\delta n\,G^2}{4\pi r^2}\,dr.$$

### Self-consistency

Both functionals are minimized over the same orbitals under the same constraint. Let $x_P$ and $x_U$ be the minimizers and $E^*$ the minima. Then $E^*_{\rm US}\le E_{\rm US}(x_P)=E^*_{\rm PAW}-R(x_P)$ and $E^*_{\rm PAW}\le E_{\rm PAW}(x_U)=E^*_{\rm US}+R(x_U)$, so

$$-R(x_U)\le E^*_{\rm US}-E^*_{\rm PAW}\le-R(x_P).$$

If $M$ is the only variable, expand about $M_P$, where $E_{\rm PAW}'=0$ and thus $E'_{\rm US}=-R'$: $E_{\rm US}(M_P+x)\approx E^*_{\rm PAW}-R-R'x+\tfrac12E''_{\rm US}x^2$. The minimum lies at $x=R'/E''_{\rm US}$, and

$$E^*_{\rm US}-E^*_{\rm PAW}\approx-R-\frac{R'^2}{2E''_{\rm US}} .$$

This estimate fails near the onset of magnetism: for $\tilde I>I$ because $E''_{\rm US}$ at $M_P$ is small or negative, for $\tilde I<I$ because the US moment collapses to zero and the shift is as large as $M_P$ itself. The bounds still hold.

### The number: a manganese model

The reference is a self-consistent nonrelativistic spherical LDA atom with $Z=25$, valence $3d^54s^2$, argon core and $r_c=2.40$ bohr. The partial waves are the bound 3d ($\varepsilon=-0.26638$ Ha), a second d wave at $-0.56638$ Ha normalized in the sphere, and the 4s ($-0.19118$ Ha). The augmentation is $\hat Q_{ij}=\chi_i\chi_j-\tilde\phi_i\tilde\phi_j$, so $\tilde G_{ij}=\chi_i\chi_j$. Inside $r_{\rm aug}$ the radial function is $\chi=r^{l+1}\exp[c_0+c_1t+c_2t^2-at^3]$ with $t=r^2/r_{\rm aug}^2-1$; $c_0,c_1,c_2$ match value, slope and curvature, and $a$ conserves the norm. The charge still missing from the off-diagonal d pair is restored with a shape proportional to $r^6(1-r^2/r_{\rm aug}^2)^3$. These conditions fix only the $L=0$ moments. The $L=2$ and $L=4$ moments of the d-d products are not matched, so this $\hat Q$ meets the definition above only for spherical occupations, which are the only ones used below. The soft waves $\tilde\phi$ have the same form at $r_c$ with $a=0$. The partial core is $A\sin(Br)/r$ inside $r_{pc}$, matched in value and slope. All radii are chosen inputs, moved to the nearest grid point. The numbers are those of the finite grid of the check: absolute quantities carry a discretization error in their last digits (converged values are $\varepsilon_{3d}=-0.26642$ Ha and $I=0.029685$ Ha inside $r_c$), while the differences $\tilde I-I$ and $R$ are stable to about one part in $10^4$ or to the last digit quoted. The d radial shape is held rigid and the 4s unpolarized.

The 3d wave peaks near the grid point $0.754$ bohr and has norm $0.932$ in the sphere, of which $q_{11}=0.6574$ is augmentation charge. At the peak the d shell supplies $5\times0.7935/(4\pi\,0.754^2)\approx0.555$ bohr$^{-3}$ and the core $1.5019$ of a total $2.0739$. The core is 72% of the density that sets $f_{mm}$. Exchange alone gives $-\tfrac13(3/\pi)^{1/3}\,2.0739^{-2/3}=-0.202$, and correlation raises this to the printed $-0.1774$ Ha bohr$^3$. The all-electron Stoner integral inside $r_c$ is $I=0.029690$ Ha. In the table AE means not pseudized, $R_2(5)=\tfrac{25}4(\tilde I-I)$, and $R(5)$ is the exact remainder at full polarization.

| $r_{\rm aug}^d$, $r_{\rm aug}^s$, $r_{pc}$ (bohr) | $(\tilde I-I)/I$ (%) | $R_2(5)$ (mHa) | $R(5)$ (mHa) |
|---|---|---|---|
| AE, AE, AE | 0 | 0 | 0 |
| AE, 2.194, AE | −0.03 | −0.050 | −0.065 |
| 1.197, AE, AE | 4.05 | 7.509 | 7.685 |
| 1.596, AE, AE | 4.82 | 8.953 | 9.357 |
| 2.005, AE, AE | 4.90 | 9.088 | 9.975 |
| AE, AE, 0.600 | 4.73 | 8.775 | 8.882 |
| AE, AE, 0.897 | 6.92 | 12.850 | 13.073 |
| AE, AE, 1.197 | 26.21 | 48.639 | 50.593 |
| AE, AE, no core | 111.47 | 206.86 | 244.65 |
| 1.596, 2.194, 0.897 | 6.74 | 12.509 | 12.963 |

The first row is the limit $R=0$. The core rows all have $\tilde I>I$. Without any core the kernel at the peak would grow, by exchange scaling, by $[2.0739/(2.0739-1.5019)]^{2/3}\approx2.4$, close to the computed $\tilde I/I=0.062787/0.029690=2.11$. The exact remainder then exceeds the quadratic term by $244.65/206.86-1=18\%$ of the latter, since without the core $\zeta$ approaches one wherever d dominates s and the series in $M$ converges slowly.

Two features were not predictable from the formulas. First, the d pseudization raises $I$ by 4 to 5% and depends weakly on $r_{\rm aug}$ between 1.2 and 2.0 bohr, although the full remainder $R(5)$ still falls from $9.975$ to $7.685$ mHa as the radius is reduced over this range. For $r_{\rm aug}=1.596$ the function $\tilde G_{dd}$ at the all-electron peak is $0.9221$ against $0.7935$ per bohr: the condition $\int\delta G\,dr=0$ requires a deficit elsewhere, which lies at $r<0.66$ bohr, and $\tilde I-I$ is the difference between the loss there ($3.81$ mHa) and the gain further out ($5.24$ mHa). The balance is not a first-order effect: the first-order formula gives $0.86$, $0.09$ and $-1.66$ mHa for $r_{\rm aug}=1.197$, $1.596$ and $2.005$ bohr against the full $1.20$, $1.43$ and $1.45$ mHa, so the weak dependence on the radius is a cancellation between a falling first-order term and rising terms of higher order in $\delta G$. The value at one radius does not decide this balance, so the sign is a computed result and not a derived one. Both the size and the weak dependence on $r_{\rm aug}$ belong to this choice of $\chi$, not to ultrasoft potentials in general.

Second, the errors do not add. The separate values of $\tilde I-I$ sum to $1.4324+2.0560-0.0080=3.4804$ mHa, while the combined case gives $2.0014$ mHa, a cross term of $-1.479$ mHa. Apart from the small effect of the 4s, a cross term between core and d pseudization can arise only where the core was altered, at $r<0.897$ bohr. With exchange alone the integrand of $I$ is proportional to $n^{-2/3}G_{dd}^2$, and its derivative with respect to $G_{dd}$ is $G_{dd}\,n^{-2/3}(2-\tfrac23n_d/n)$, where $n_d=5G_{dd}/4\pi r^2$ is the d density. At fixed $n_d<n$ this derivative falls as $n$ rises, so where $\tilde n_c<n_c$ the cross term has, to first order, the sign of $\tilde G_{dd}-G_{dd}$. At the peak the core is hardly changed ($1.4327$ against $1.5019$) and $f_{mm}$ is $-0.1770$ against $-0.1774$. Since $\tilde G_{dd}>G_{dd}$ at the peak, the negative sign points to $\chi$ removing d weight at smaller radii, where the partial core falls furthest below the true core; the check does not resolve the integrand by radius to confirm this. Testing the core radius and the augmentation radius one at a time and adding the errors is therefore unsafe.

For the last row, which is used from here on, the fit of $R(M)$ from energies gives $c_2=5.00346\times10^{-4}$ Ha, equal to $2.0014\times10^{-3}/4$, and $c_4=7.348\times10^{-7}$ Ha. At $M=5$: $25c_2=12.509$ mHa and $625c_4=0.459$ mHa, together $12.968$ mHa against the exact $12.963$ mHa, or $352.7$ meV. The rigid-atom polarization energy is $-0.18930$ Ha in PAW and $-0.20226$ Ha in US, and the difference $0.01296$ Ha is $R(5)$.

The spin direction is not the one in which $K-\tilde K$ is largest. An unpolarized transfer of one electron from 4s to 3d has quadratic terms $8.455$ mHa (Hartree) and $0.700$ mHa (exchange-correlation), exact $R=9.136$ mHa, about 18 times $c_2$, or about 4.6 times the value $4c_2$ at $M=2$, which also moves one electron. What singles out magnetism is the size of $\delta\rho$. A transfer of 0.2 electron away from the reference costs $0.04\times9.155=0.37$ mHa, and the reference configuration can be chosen near that of the solid to keep such transfers small. The choice matters: from an offset $q$, a further transfer $\delta q$ on polarizing costs $9.155\,(2q\,\delta q+\delta q^2)$ mHa at quadratic order, about $1.0$ mHa for $q=0.5$, $\delta q=0.1$. A moment moves $M/2$ electrons between spin channels, and when a polarized state is compared with the unpolarized one, no single reference lies close to both.

A second amplification appears in an itinerant magnet, where exchange gain competes with band energy. With a density of states $N_0$ per spin, moving $M/2$ electrons shifts each Fermi level by $\mu=M/2N_0$ and costs $2\times\tfrac12N_0\mu^2=M^2/4N_0$. A quartic term stands for the variation of the density of states: $E_{\rm band}=M^2/4N_0+\beta M^4$, with chosen $N_0=50$ Ha$^{-1}$ and $\beta=2.5\times10^{-4}$ Ha. The total energy adds $E_{xc}(M)-E_{xc}(0)$ of the whole atom; the rigid d orbital is represented exactly by its partial wave, so PAW is here the all-electron value. Including the tail beyond $r_c$, which is common to both, $I=0.029988$ Ha and $\tilde I=0.031989$ Ha, so $N_0I=1.4994$ and $N_0\tilde I=1.5995$. Keeping $E_{xc}$ to second order, $E=-\tfrac14(I-1/N_0)M^2+\beta M^4$; setting $dE/dM^2=0$ gives

$$M^2=\frac{I-1/N_0}{8\beta},\qquad E^*=-\frac{(I-1/N_0)^2}{64\beta}.$$

With $1/N_0=0.02$ Ha the net drive is $0.009988$ Ha in PAW and $0.011989$ Ha in US, a ratio of $1.200$, and the energies are in the ratio $1.200^2=1.44$. The full minimization gives $M_P=2.2485$, $M_U=2.4671$, $E^*_{\rm PAW}=-6.312$ mHa ($-171.8$ meV) and $E^*_{\rm US}=-9.122$ mHa ($-248.2$ meV), a ratio of $1.445$. An error of 6.7% in $I$ becomes 9.7% in the moment and 45% in the magnetic energy. Closer to $N_0I=1$ the relative error grows without bound, and for $N_0I<1<N_0\tilde I$ the US potential makes the nonmagnetic state unstable where PAW keeps it stable.

The difference $E^*_{\rm US}-E^*_{\rm PAW}=-2.810$ mHa ($-76.5$ meV) lies between $-R(M_U)=-3.073$ and $-R(M_P)=-2.548$ mHa, and the quadratic formula at $M_P$ gives $-2.530$ mHa for the latter. With $R'=2.28335\times10^{-3}$ Ha and $E''_{\rm US}=8.94407\times10^{-3}$ Ha the relaxation term is $(2.28335\times10^{-3})^2/(2\times8.94407\times10^{-3})=0.291$ mHa, and the estimate is $-2.54837-0.29146=-2.83983$ mHa. It overshoots by $0.030$ mHa, about 10% of the relaxation term, as expected of a third-order correction when the moment changes by 10%. The predicted shift $R'/E''_{\rm US}=0.255$ likewise exceeds the actual $0.219$, because the curvature increases with $M$.

These numbers hold for the stated model. A gradient-corrected functional replaces $f^{\sigma\sigma'}$ by a kernel that involves derivatives of $\tilde G$ and $\tilde n_c$; non-spherical occupations bring in the higher multipoles of $\hat Q$; and a change of the radial shape with spin enters through the off-diagonal $\delta\rho_{ij}$. The identity for $R$ and the bounds cover all three cases, but the values of $\tilde I-I$ do not.

The numerical check below tests the radial and Hartree solvers against hydrogenic results and the formula for $f_{mm}$ against the libxc kernel, including its sign and monotonic behaviour. It compares the unscreened $D^{\rm ion}$ with finite differences of $\Delta E$ (both give $0.084138$ Ha on the grid for the first d wave, and the two off-diagonal elements agree at $0.023661$ Ha; these values belong to the choice of $\tilde v_{\rm loc}$, here a parabola in $r$ matched to $v_{\rm ion}$ in value and slope at $2.005$ bohr, on which $R$ does not depend). For the general $\delta\rho$ listed in its output, with both spins, the s channel and off-diagonal d elements (the coefficients refer to the grid norm of the second d wave and change by 0.5 to 0.6% with the exact norm), it fits a polynomial to $R$ computed from energies: the linear coefficient vanishes to rounding, the quadratic one, $5.761442\times10^{-3}$ Ha, equals the kernel expression, and a cubic one, $-4.146\times10^{-5}$ Ha, remains. For every row of the table it verifies $c_2=(\tilde I-I)/4$, the absence of odd terms and of a Hartree part, and the sign rule wherever $\tilde n_c\le n_c$ holds pointwise; it then verifies the bounds and the relaxation estimate.

## Calculated quantities

```
inputs: Z=25, 3d5 4s2, grid step h=0.006, r_c=2.4005 bohr, 1 Ha=27211.39 meV
eps_3d=-0.26638 Ha, eps_d2=-0.56638 Ha, eps_4s=-0.19118 Ha
3d peak r=0.754 bohr, 3d norm in sphere=0.9325
AE at peak: n_core=1.5019, n_tot=2.0739 bohr^-3, G_dd=0.7935 /bohr, f_mm=-0.1774 Ha bohr^3
typical US at peak: n_core=1.4327, n_tot=2.0818 bohr^-3, G_dd=0.9221 /bohr, f_mm=-0.1770 Ha bohr^3
labels d11 d12 d21 d22 ss; q_ij = [ 0.6574  0.5215  0.5215  0.4285 -0.0795]
D_ion unscreened (Ha) = [ 0.084138  0.023661  0.023661 -0.048564  0.108227]
dDeltaE/drho FD  (Ha) = [ 0.084138  0.023661  0.023661 -0.048564  0.108227]
general drho up = [ 0.5   0.2   0.2   0.15 -0.3 ] down = [-0.2  -0.1  -0.1   0.1   0.25]
general: fit c1=1.3e-15, c2=5.761442e-03, c3=-4.146e-05, kernel=5.761442e-03 Ha
s->d transfer of 1 e: Hartree=8.4553e-03, xc=6.9955e-04, exact R=9.1359e-03 Ha
I (AE, inside r_c) = 0.029690 Ha
r_aug(d) r_aug(s) r_pc [bohr] | It [Ha] It-I [Ha] (It-I)/I [%] R2(5) [Ha] R(5) [Ha] R(5) [meV]
AE AE AE | 0.029690 0.0000e+00 0.00 0.0000e+00 0.0000e+00 0.0
AE 2.194 AE | 0.029682 -8.0411e-06 -0.03 -5.0257e-05 -6.5088e-05 -1.8
1.197 AE AE | 0.030892 1.2014e-03 4.05 7.5090e-03 7.6850e-03 209.1
1.596 AE AE | 0.031123 1.4324e-03 4.82 8.9525e-03 9.3574e-03 254.6
2.005 AE AE | 0.031144 1.4541e-03 4.90 9.0882e-03 9.9753e-03 271.4
AE AE 0.600 | 0.031094 1.4039e-03 4.73 8.7745e-03 8.8820e-03 241.7
AE AE 0.897 | 0.031746 2.0560e-03 6.92 1.2850e-02 1.3073e-02 355.7
AE AE 1.197 | 0.037472 7.7823e-03 26.21 4.8639e-02 5.0593e-02 1376.7
AE AE none | 0.062787 3.3097e-02 111.47 2.0686e-01 2.4465e-01 6657.3
1.596 2.194 0.897 | 0.031692 2.0014e-03 6.74 1.2509e-02 1.2963e-02 352.7
typical case (last row): c2=5.00346e-04 Ha, c4=7.348e-07 Ha
rigid atom E(5)-E(0): PAW=-0.18930 Ha, US=-0.20226 Ha
chosen N0=50.0 /Ha per spin, beta=0.00025 Ha
full I=0.029988 Ha, It=0.031989 Ha, N0*I=1.4994, N0*It=1.5995
M_PAW=2.2485, M_US=2.4671 (electrons)
E*_PAW=-6.312312e-03 Ha (-171.8 meV), E*_US=-9.122420e-03 Ha (-248.2 meV)
E*_US-E*_PAW=-2.81011e-03 Ha (-76.5 meV)
bounds: -R(M_US)=-3.07262e-03 Ha, -R(M_PAW)=-2.54837e-03 Ha
quadratic -(It-I)M_PAW^2/4=-2.52964e-03 Ha
R'=2.28335e-03 Ha, E_US''=8.94407e-03 Ha, R'^2/(2E'')=2.9146e-04 Ha, estimate=-2.83983e-03 Ha
```
